# Ewald summation and the image correction for a charged defect: test program

```python
"""
Result under test: a point charge q*e repeated on a simple cubic lattice of
spacing L, with a neutralizing uniform background, in permittivity eps, has
energy -alpha*q^2*e^2/(8*pi*eps0*eps*L) per cell, with alpha = 2.8373.
The leading image correction to ADD to a supercell energy is minus that.

Symbols: eta = Ewald splitting parameter (units 1/L); alpha = Madelung constant;
G = reciprocal lattice vector; M = number of cells along the edge of a box;
weight(k) = squared form factor of the charge divided by permittivity eps(k).
Dimensionless parts use L = 1 and Gaussian electrostatic units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfc

PI = np.pi
ORIGIN = np.zeros(3)
CORNER = np.full(3, 0.5)


def integer_points(nmax):
    line = np.arange(-nmax, nmax + 1.0)
    grid = np.meshgrid(line, line, line, indexing="ij")
    return np.stack([part.ravel() for part in grid], axis=1)


def ewald_terms(eta, point, nmax=8):
    """Real sum, reciprocal sum, self term, background term of the potential."""
    n = integer_points(nmax)
    dist = np.sqrt(np.sum((n + point) ** 2, axis=1))
    dist = dist[dist > 1e-9]
    real = np.sum(erfc(eta * dist) / dist)
    n = n[np.sum(n**2, axis=1) > 0.5]
    g2 = 4 * PI**2 * np.sum(n**2, axis=1)
    phase = np.cos(2 * PI * (n @ point))
    recip = 4 * PI * np.sum(phase * np.exp(-g2 / (4 * eta**2)) / g2)
    own = -2 * eta / np.sqrt(PI) if np.allclose(point, 0) else 0.0
    return np.array([real, recip, own, -PI / eta**2])


# Integral of 1/r over a unit cube about its centre, reduced to its faces.
nodes, wts = np.polynomial.legendre.leggauss(40)
nodes, wts = nodes / 2, wts / 2
face = 1 / np.sqrt(nodes[:, None]**2 + nodes[None, :]**2 + 0.25)
cube_integral = 1.5 * np.sum(wts[:, None] * wts[None, :] * face)


def neutral_box_potential(m):
    """Potential at the box centre from m^3 neutral cells; own 1/r left out.
    Odd m: centre is a charge. Even m: centre is a cell corner."""
    c2 = (np.arange(m) - (m - 1) / 2) ** 2
    r2 = (c2[:, None, None] + c2[None, :, None] + c2[None, None, :]).ravel()
    r2 = r2[r2 > 1e-9]
    return np.sum(1 / np.sqrt(r2)) - m**2 * cube_integral


def infinite_box_potential(sizes):
    """Extrapolate with error terms 1/m^2 and 1/m^4."""
    m = np.array(sizes, dtype=float)
    matrix = np.stack([np.ones(3), m**-2, m**-4], axis=1)
    values = np.array([neutral_box_potential(s) for s in sizes])
    return np.linalg.solve(matrix, values)[0]


# Madelung constant: splitting independence and need for the background term
eta0 = np.sqrt(PI)
terms = ewald_terms(eta0, ORIGIN)
alpha = -np.sum(terms)
other = [ewald_terms(eta, ORIGIN) for eta in (1.2, 2.6)]
for t in other:
    assert abs(-np.sum(t) - alpha) < 1e-10
assert abs(np.sum(other[0][:3]) - np.sum(other[1][:3])) > 0.1
cutoff_shift = alpha + np.sum(ewald_terms(eta0, ORIGIN, nmax=2))
assert abs(cutoff_shift) < 1e-6

# Independent real-space sum of neutral cubes, at the charge and at the corner
second_moment = -3 * quad(lambda x: x**2, -0.5, 0.5)[0]
mean_potential = -2 * PI / 3 * second_moment
direct_site = infinite_box_potential((21, 41, 81))
alpha_direct = -(direct_site - mean_potential)
assert abs(alpha_direct - alpha) < 1e-7
corner = np.sum(ewald_terms(eta0, CORNER))
corner_direct = infinite_box_potential((20, 40, 80)) - mean_potential
assert abs(corner_direct - corner) < 1e-7
assert abs(alpha - 2.837) < 5e-4

# Contributions of the first three shells for a calculation by hand
shell_n2 = np.array([1, 2, 3])
all_n2 = np.sum(integer_points(2)**2, axis=1)
shell_count = np.array([np.sum(np.abs(all_n2 - s) < 0.1) for s in shell_n2])
shell_real = shell_count * erfc(eta0 * np.sqrt(shell_n2)) / np.sqrt(shell_n2)
shell_recip = shell_count * np.exp(-PI * shell_n2) / (PI * shell_n2)
alpha_hand = -(np.sum(shell_real) + np.sum(shell_recip) + terms[2] + terms[3])
assert abs(alpha_hand - alpha) < 1e-4

# Reciprocal lattice for energies computed without any Ewald splitting
g_points = integer_points(40)
g_squared = 4 * PI**2 * np.sum(g_points**2, axis=1)
g_squared = g_squared[g_squared > 1]
g_length = np.sqrt(g_squared)


def isolated_minus_periodic(weight):
    """Energy difference in units q^2/L for a charge cloud of given weight."""
    isolated = (quad(weight, 0, 50, epsabs=1e-11, limit=200)[0]
                + quad(weight, 50, np.inf, epsabs=1e-11, limit=200)[0]) / PI
    periodic = 2 * PI * np.sum(weight(g_length) / g_squared)
    return isolated - periodic


# Exponential cloud exp(-2r/a): mean square radius 3*a^2
a_cloud = 0.08
cloud_numeric = isolated_minus_periodic(
    lambda k: (1 + (k * a_cloud / 2)**2) ** -4)
cloud_formula = alpha / 2 - 2 * PI / 3 * (3 * a_cloud**2)
assert abs(cloud_numeric - cloud_formula) < 1e-6

# Worked example: lengths in angstrom, energies in eV
q, L, eps = 2, 10.86, 12.0
coulomb = const.e / (4 * PI * const.epsilon_0) * 1e10


def leading_correction(charge, length, permittivity):
    return alpha * charge**2 * coulomb / (2 * permittivity * length)


E1 = leading_correction(q, L, eps)
E1_single = leading_correction(1, L, eps)
level_shift = E1_single - E1
assert abs(E1 - 0.63) < 0.005

# Next-order effects: charge radius and weaker screening at short range
lattice_constant = L / 2
radius = np.sqrt(3) / 4 * lattice_constant
bohr = const.physical_constants["Bohr radius"][0] * 1e10
density = 32 / lattice_constant**3
k_fermi = (3 * PI**2 * density) ** (1 / 3)
kappa = np.sqrt(4 * k_fermi / (PI * bohr))
E_radius = -2 * PI * q**2 * coulomb * radius**2 / (3 * eps * L**3)
E_screen = 2 * PI * q**2 * coulomb * (1 - 1 / eps)**2 / (kappa**2 * L**3)


def silicon_like_weight(k):
    sigma = radius / np.sqrt(3) / L
    eps_k = 1 + 1 / (1 / (eps - 1) + (k / (kappa * L))**2)
    return np.exp(-(k * sigma)**2) / eps_k


E_numeric = isolated_minus_periodic(silicon_like_weight) * q**2 * coulomb / L
E_next = E1 + E_radius + E_screen
assert abs(E_numeric - E_next) < 1e-4

# Other neglected effects
eps_alt = 11.7
E_eps = leading_correction(q, L, eps_alt) - E1
bulk_modulus_gpa, relaxation_volume = 100.0, 10.0
bulk_modulus = bulk_modulus_gpa * 1e9 * 1e-30 / const.e
E_elastic = bulk_modulus * relaxation_volume**2 / (2 * L**3)
corner_volt = q * coulomb * corner / (eps * L)
E_double = -q * corner_volt

print(f"Input charge q: {q} e")
print(f"Input cell edge L: {L:.2f} angstrom")
print(f"Input permittivity eps: {eps:.1f}")
print(f"e^2/(4 pi eps0): {coulomb:.4f} eV angstrom")
print(f"Ewald eta*L: {eta0:.6f}")
for s, c, r, g in zip(shell_n2, shell_count, shell_real, shell_recip):
    print(f"Shell n^2={s}: {c} points, real {r:.6f}, reciprocal {g:.6f}")
print(f"Real-space sum, all shells: {terms[0]:.6f}")
print(f"Reciprocal sum, all shells: {terms[1]:.6f}")
print(f"Self term: {terms[2]:.6f}")
print(f"Background term: {terms[3]:.6f}")
print(f"alpha, three shells: {alpha_hand:.6f}")
print(f"alpha, converged Ewald: {alpha:.8f}")
print(f"alpha shift, cutoff n=2 to n=8: {cutoff_shift:.1e}")
for eta, t in zip((1.2, 2.6), other):
    print(f"alpha at eta*L={eta}: {-np.sum(t):.8f}")
    print(f"  same without background term: {-np.sum(t[:3]):.6f}")
print(f"Cube integral of 1/r: {cube_integral:.6f}")
print(f"Neutral-cube potential at charge: {direct_site:.6f}")
print(f"Mean potential of that sum: {mean_potential:.6f}")
print(f"alpha, neutral-cube sum: {alpha_direct:.8f}")
print(f"Exponential cloud a/L: {a_cloud:.2f}")
print(f"  isolated-periodic, direct: {cloud_numeric:.6f} q^2/L")
print(f"  isolated-periodic, formula: {cloud_formula:.6f} q^2/L")
print(f"LEADING CORRECTION E1, q=2: {E1:.4f} eV")
print(f"Leading correction, q=1: {E1_single:.4f} eV")
print(f"Shift of (2+/+) level: {level_shift:.4f} eV")
for factor in (3, 4):
    edge = factor * lattice_constant
    value = leading_correction(q, edge, eps)
    print(f"E1 for {8 * factor**3} atoms, L={edge:.2f} angstrom: {value:.4f} eV")
print(f"Charge radius (bond length): {radius:.3f} angstrom")
print(f"Valence electron density: {density:.4f} per angstrom^3")
print(f"Thomas-Fermi wavevector: {kappa:.3f} per angstrom")
print(f"Effect of charge radius: {E_radius:+.4f} eV")
print(f"Effect of short-range screening: {E_screen:+.4f} eV")
print(f"E1 plus these two, formula: {E_next:.4f} eV")
print(f"Same, direct energy difference: {E_numeric:.4f} eV")
print(f"Effect of eps {eps:.1f} -> {eps_alt}: {E_eps:+.4f} eV")
print(f"Rough bulk modulus: {bulk_modulus_gpa:.0f} GPa")
print(f"Rough relaxation volume: {relaxation_volume:.0f} angstrom^3")
print(f"Elastic energy of fixed cell: {E_elastic:.4f} eV")
print(f"Corner potential, unit charge: {corner:.6f} e/L")
print(f"Corner potential in example: {corner_volt:.4f} V")
print(f"Double counting, corner alignment: {E_double:+.4f} eV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Input charge q: 2 e
Input cell edge L: 10.86 angstrom
Input permittivity eps: 12.0
e^2/(4 pi eps0): 14.3996 eV angstrom
Ewald eta*L: 1.772454
Shell n^2=1: 6 points, real 0.073133, reciprocal 0.082533
Shell n^2=2: 12 points, real 0.003333, reciprocal 0.003567
Shell n^2=3: 8 points, real 0.000065, reciprocal 0.000068
Real-space sum, all shells: 0.076533
Reciprocal sum, all shells: 0.086169
Self term: -2.000000
Background term: -1.000000
alpha, three shells: 2.837301
alpha, converged Ewald: 2.83729748
alpha shift, cutoff n=2 to n=8: -2.6e-13
alpha at eta*L=1.2: 2.83729748
  same without background term: 0.655636
alpha at eta*L=2.6: 2.83729748
  same without background term: 2.372565
Cube integral of 1/r: 2.380077
Neutral-cube potential at charge: -2.313699
Mean potential of that sum: 0.523599
alpha, neutral-cube sum: 2.83729748
Exponential cloud a/L: 0.08
  isolated-periodic, direct: 1.378436 q^2/L
  isolated-periodic, formula: 1.378436 q^2/L
LEADING CORRECTION E1, q=2: 0.6270 eV
Leading correction, q=1: 0.1568 eV
Shift of (2+/+) level: -0.4703 eV
E1 for 216 atoms, L=16.29 angstrom: 0.4180 eV
E1 for 512 atoms, L=21.72 angstrom: 0.3135 eV
Charge radius (bond length): 2.351 angstrom
Valence electron density: 0.1999 per angstrom^3
Thomas-Fermi wavevector: 2.086 per angstrom
Effect of charge radius: -0.0434 eV
Effect of short-range screening: +0.0546 eV
E1 plus these two, formula: 0.6382 eV
Same, direct energy difference: 0.6382 eV
Effect of eps 12.0 -> 11.7: +0.0161 eV
Rough bulk modulus: 100 GPa
Rough relaxation volume: 10 angstrom^3
Elastic energy of fixed cell: 0.0244 eV
Corner potential, unit charge: -0.801936 e/L
Corner potential in example: -0.1772 V
Double counting, corner alignment: +0.3544 eV
ALL CHECKS PASSED
```
